\section*{The computational hydrogen electrode: a guided derivation}

\section*{The problem}

Many electrochemical reactions consume protons from a solution and electrons from an electrode. A reaction energy then needs the free energy of a dissolved proton, which is hard to compute, and that of an electron in a metal at a given potential. This problem shows how the sum of the two can be obtained from a gas-phase molecule and a voltmeter reading.

The electrochemical potential $\tilde\mu$ of a species is the free energy needed to add one particle of it, electrostatic energy included. For a particle of charge $q$ in a phase with inner electric potential $\phi$,
\begin{equation}
\tilde\mu=\mu+q\phi ,
\end{equation}
where $\mu$ is the chemical part. The elementary charge $e$ is positive, so an electron has $q=-e$ and a proton $q=+e$. Energies are in eV and potentials in V. The quantity sought is the pair energy
\begin{equation}
\mu_{\rm pair}=\tilde\mu(\mathrm{H^+})+\tilde\mu(\mathrm{e^-}).
\end{equation}

\section*{(a) What does a voltmeter measure?}

A working electrode and a reference electrode are connected to a voltmeter through leads of the same metal. Express the reading $U$ through the electrochemical potentials of the electrons.

\subsection*{Solution}

Each electrode is in electronic equilibrium with its own lead, so an electron has the same $\tilde\mu$ in both. The leads are of one metal at one temperature, so the chemical part $\mu$ is common to them and cancels in the difference:
\begin{align}
\tilde\mu_{\rm work}-\tilde\mu_{\rm ref}
&=(\mu-e\phi_{\rm work})-(\mu-e\phi_{\rm ref})\nonumber\\
&=-e(\phi_{\rm work}-\phi_{\rm ref})=-eU .
\label{eq:volt}
\end{align}
Here $\phi_{\rm work}$ and $\phi_{\rm ref}$ are the inner potentials of the two leads. A more positive electrode holds its electrons at lower energy. The electrodes themselves may be of different metals, because Eq.~\eqref{eq:volt} compares full electrochemical potentials.

\section*{(b) The pair energy on the reversible scale}

The reversible hydrogen electrode (RHE) stands in the same solution as the working electrode. On it the reaction
\begin{equation}
\mathrm{H^+}+\mathrm{e^-}\rightleftharpoons \tfrac12\mathrm{H_2}
\label{eq:her}
\end{equation}
is in equilibrium with H$_2$ gas at the standard pressure $p^\circ=1$ bar. Find $\mu_{\rm pair}$ for a working electrode at potential $U_{\rm RHE}$ against this reference. Does the metal of the reference matter?

\subsection*{Solution}

At equilibrium, a small advance of reaction \eqref{eq:her} leaves the free energy unchanged. What is removed on the left must therefore equal what is gained on the right:
\begin{equation}
\tilde\mu(\mathrm{H^+})+\tilde\mu_{\rm ref}(\mathrm{e^-})=\tfrac12\mu^\circ(\mathrm{H_2}).
\label{eq:eq}
\end{equation}
The superscript denotes the gas at $p^\circ$. For the working electrode, Eq.~\eqref{eq:volt} gives $\tilde\mu(\mathrm{e^-})=\tilde\mu_{\rm ref}(\mathrm{e^-})-eU_{\rm RHE}$. The proton term is the same for both electrodes if the solution is uniform and carries no current. Adding it to both sides and using Eq.~\eqref{eq:eq},
\begin{align}
\mu_{\rm pair}
&=\tilde\mu(\mathrm{H^+})+\tilde\mu_{\rm ref}(\mathrm{e^-})-eU_{\rm RHE}\nonumber\\
&=\tfrac12\mu^\circ(\mathrm{H_2})-eU_{\rm RHE}.
\label{eq:rhe}
\end{align}
The working electrode was not assumed to be in equilibrium with H$_2$. Equilibrium was used at the reference alone.

To see what happens to the metal, let it lose $n$ electrons to a point just inside the solution at an energy cost
\begin{equation}
E(n)=nW+\tfrac12E_{\rm c}n^2 ,
\label{eq:charge}
\end{equation}
where $W$ depends on the metal and $E_{\rm c}=e^2/C$ on the capacitance $C$ of the interface. When $E_{\rm c}\ll kT$, the number $n$ can be treated as continuous and read as its thermal mean. Removing one more electron then costs $dE/dn$, and adding one gives the same amount back, so $\tilde\mu(\mathrm{e^-})=-(W+E_{\rm c}n)$. Equation~\eqref{eq:eq} fixes this sum. A metal with another $W$ settles at another charge $n$, and the electron's electrochemical potential is unchanged.

The numerical check tests this by summing over the even numbers of exchanged electrons, two per molecule, in a range wide enough to hold all the statistical weight, with explicit counting of the states of protons and gas molecules. For $W=4.3$ and $5.2$ eV the potential difference between the two electrodes is 0.001 mV. The protons and molecules in the model are finite in number, so a small residue is expected.

\section*{(c) The pair energy on the standard scale}

The standard hydrogen electrode (SHE) differs from the RHE in that its solution has proton activity $a=1$. Define $\mathrm{pH}=-\log_{10}a$. Relate the two scales and rewrite the pair energy.

\subsection*{Solution}

The activity is defined through the chemical potential. In a solution of inner potential $\phi_{\rm s}$,
\begin{equation}
\tilde\mu(\mathrm{H^+})=\mu^\circ(\mathrm{H^+})+kT\ln a+e\phi_{\rm s}.
\end{equation}
Since $\ln a=\ln 10\,\log_{10}a=-\ln 10\;\mathrm{pH}$,
\begin{equation}
\tilde\mu(\mathrm{H^+})=\mu^\circ(\mathrm{H^+})-kT\ln10\;\mathrm{pH}+e\phi_{\rm s}.
\label{eq:proton}
\end{equation}
The two solutions are taken to have the same solvent, temperature and inner potential. The last condition means that any potential difference across the liquid junction between them has been removed or corrected for.

Equation~\eqref{eq:eq} holds for both reference electrodes with the same right-hand side. Subtracting the SHE equation from the RHE equation gives
\begin{equation}
-kT\ln10\;\mathrm{pH}+\tilde\mu_{\rm RHE}(\mathrm{e^-})-\tilde\mu_{\rm SHE}(\mathrm{e^-})=0 .
\end{equation}
By Eq.~\eqref{eq:volt}, the difference of the electron terms is $-e$ times the potential of the RHE measured against the SHE. That potential is therefore
\begin{equation}
U_{\rm SHE}(\text{of the RHE})=-\frac{kT\ln10}{e}\,\mathrm{pH}.
\label{eq:nernst}
\end{equation}
The zero of the reversible scale moves down as the pH rises, so the reading of a given electrode on that scale moves up:
\begin{equation}
U_{\rm RHE}=U_{\rm SHE}+\frac{kT\ln10}{e}\,\mathrm{pH}.
\label{eq:scales}
\end{equation}
Inserting this in Eq.~\eqref{eq:rhe},
\begin{equation}
\boxed{\;\mu_{\rm pair}=\tfrac12\mu^\circ(\mathrm{H_2})-eU_{\rm SHE}-kT\ln10\;\mathrm{pH}\;}
\label{eq:she}
\end{equation}

At 298.15 K, $kT=0.025693$ eV and $kT\ln10=59.16$ meV. This coefficient is proportional to $T$, so the value belongs to that temperature. At 353.15 K the coefficient is 70.07 meV. The counted hydrogen electrodes take the proton term of Eq.~\eqref{eq:proton} as that of an ideal solution, and their potential follows from the mean charge. They shift by $-59.16$ and $-70.07$ mV per pH unit at these temperatures, as Eq.~\eqref{eq:nernst} requires.

Equations \eqref{eq:rhe} and \eqref{eq:she} describe the same pair energy. At fixed $U_{\rm RHE}$ it has no pH dependence: the lower proton term at higher pH is offset by a higher electron term. At fixed $U_{\rm SHE}$ the electron term stays put and the proton term shows.

\section*{(d) Why must the gas pressure be stated?}

A hydrogen electrode in the same solution is fed with H$_2$ at pressure $p$ instead of $p^\circ$. Find its potential on the reversible scale, treating the gas as ideal.

\subsection*{Solution}

For an ideal gas $\mu(\mathrm{H_2})=\mu^\circ(\mathrm{H_2})+kT\ln(p/p^\circ)$. On this electrode the pair is in equilibrium with half a molecule at pressure $p$. Equating that to the general result \eqref{eq:rhe},
\begin{equation}
\tfrac12\mu^\circ(\mathrm{H_2})-eU_{\rm RHE}
=\tfrac12\mu^\circ(\mathrm{H_2})+\tfrac12kT\ln\frac{p}{p^\circ},
\end{equation}
so that
\begin{equation}
U_{\rm RHE}=-\frac{kT}{2e}\ln\frac{p}{p^\circ}.
\end{equation}
The factor $\tfrac12$ arises because one electron makes half a molecule. For 10 bar at 298.15 K this gives $-29.58$ mV, and the counted electrode shifts by the same amount.

\section*{(e) The chemical potential of H$_2$}

Derive $\mu^\circ(\mathrm{H_2})$ for an ideal gas from the energy levels $\varepsilon_i$ of one molecule at rest, and evaluate it at 298.15 K.

\subsection*{Solution}

Let $Q$ be the partition function of one molecule in the volume $V$. For $N$ identical molecules in a dilute gas $Z=Q^N/N!$. With Stirling's formula $\ln N!\approx N\ln N-N$, the Helmholtz free energy is
\begin{equation}
F=-kT\ln Z=-kT\,(N\ln Q-N\ln N+N).
\end{equation}
Differentiating at fixed $V$ and $T$, the $-1$ from $-N\ln N$ cancels the $+1$ from $N$:
\begin{equation}
\mu=\frac{\partial F}{\partial N}=-kT\ln\frac{Q}{N}.
\label{eq:muQ}
\end{equation}
The centre-of-mass motion of a molecule of mass $m$ contributes the factor
\begin{equation}
\frac{V}{h^3}\int e^{-P^2/2mkT}\,d^3P
=V\left(\frac{2\pi mkT}{h^2}\right)^{3/2},
\end{equation}
because each of the three Gaussian integrals equals $(2\pi mkT)^{1/2}$. The internal levels, with weights $g_i$, contribute $\sum_i g_ie^{-\varepsilon_i/kT}=e^{-\varepsilon_0/kT}q_{\rm int}$, where
\begin{equation}
q_{\rm int}=\sum_i g_i\,e^{-(\varepsilon_i-\varepsilon_0)/kT}
\end{equation}
and $\varepsilon_0$ is the lowest level. Inserting both factors in Eq.~\eqref{eq:muQ}, with $V/N=kT/p^\circ$ from the ideal-gas law,
\begin{equation}
\mu^\circ(\mathrm{H_2})=\varepsilon_0
-kT\ln\!\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\right]
-kT\ln q_{\rm int}.
\label{eq:muh2}
\end{equation}

A level of rotational quantum number $J$ has $2J+1$ orientations. The two protons are identical fermions, so even $J$ goes with the one antisymmetric nuclear-spin state and odd $J$ with the three symmetric ones. These spin weights, 1 and 3, are divided here by 4. This raises $\mu^\circ(\mathrm{H_2})$ by $kT\ln4$ and its half by $kT\ln2$. Leaving out the two spin states of a free proton also raises the proton's chemical potential by $kT\ln2$, so Eq.~\eqref{eq:eq} stays balanced. Nuclear spin must then be left out of every other hydrogen-containing species too.

For the numbers, the electronic energy is computed by full configuration interaction in the cc-pVTZ basis at a series of bond lengths, and the nuclear motion is solved on the resulting curve. The zero of energy is protons and electrons separated and at rest. The minimum lies at 1.403 bohr with energy $-31.901$ eV, and the zero-point energy is 0.271 eV. The translational term is $-0.299$ eV. With $q_{\rm int}=1.936$ the internal term is $-0.017$ eV. Hence
\begin{align}
\mu^\circ(\mathrm{H_2})&=-31.901+0.271-0.299-0.017\nonumber\\
&=-31.946\ \text{eV},\\
\tfrac12\mu^\circ(\mathrm{H_2})&=-15.973\ \text{eV}\quad(-0.5870\ \text{hartree}).
\end{align}
The rigid-rotor, harmonic-oscillator formula with classical rotation gives $-31.940$ eV for the molecule, 6 meV above the level sum. The calculation does not correct for the finite basis, and it leaves out relativistic effects and corrections to the Born--Oppenheimer separation. The finite-basis error alone amounts to several hundredths of an eV, so the second and third decimals serve only to trace the arithmetic and are not a claim of accuracy against experiment.

In a reaction energy, the other species must be computed with the same energy zero and a consistent electronic method. The number $-15.973$ eV has no use by itself.

\section*{(f) An adsorption step and its coverage}

Consider $*+\mathrm{H^+}+\mathrm{e^-}\rightarrow\mathrm{H}^*$, where $*$ is an empty surface site. Let $g_{\rm ads}$ be the free energy of the occupied site relative to the empty one, without the entropy of distributing atoms over sites. Find the reaction free energy $\Delta G(U)$ and, for independent sites, the equilibrium coverage $\theta$.

\subsection*{Solution}

Products minus reactants, with Eq.~\eqref{eq:rhe} for the pair, gives
\begin{align}
\Delta G(U)&=g_{\rm ads}-\mu_{\rm pair}
=\underbrace{g_{\rm ads}-\tfrac12\mu^\circ(\mathrm{H_2})}_{\Delta G(0)}+eU_{\rm RHE}.
\label{eq:dg}
\end{align}
The sign changes because the pair is a reactant. A negative potential raises the energy of the electron and favours its consumption. The term $\Delta G(0)$ is the free energy of adsorption from half a gas molecule, so no dissolved proton has to be computed.

The form $\Delta G(0)+eU_{\rm RHE}$ assumes that $g_{\rm ads}$ does not change with potential. A surface charge or field that acts on the adsorbate breaks this assumption, although Eq.~\eqref{eq:rhe} for the pair still holds. If the field follows $U_{\rm SHE}$, then $\Delta G$ can depend on pH even at fixed $U_{\rm RHE}$. Nor does Eq.~\eqref{eq:dg} give a barrier, since it compares end states.

For the coverage, put $j$ atoms on $M$ independent sites. There are $M!/[j!(M-j)!]$ arrangements, so
\begin{equation}
G(j)=j\,g_{\rm ads}-kT\ln\frac{M!}{j!\,(M-j)!}.
\end{equation}
Stirling's formula gives $d\ln j!/dj\approx\ln j$ and $d\ln(M-j)!/dj\approx-\ln(M-j)$. With $\theta=j/M$,
\begin{equation}
\frac{dG}{dj}=g_{\rm ads}+kT\ln\frac{j}{M-j}
=g_{\rm ads}+kT\ln\frac{\theta}{1-\theta}.
\end{equation}
At adsorption equilibrium this equals $\mu_{\rm pair}$. Rearranging with Eq.~\eqref{eq:dg},
\begin{equation}
\frac{\theta}{1-\theta}=e^{-\Delta G(U)/kT}.
\label{eq:theta}
\end{equation}
The coverage is one half at $\Delta G(U)=0$. It tends to 1 for strongly negative $U_{\rm RHE}$ and to 0 for strongly positive $U_{\rm RHE}$. The formula requires the adsorption step to be in equilibrium. An electrode that is also in equilibrium with H$_2$ obeys it too, but the gas pressure then fixes the potential through part (d), with $U_{\rm RHE}=0$ at $p^\circ$. To vary the potential at a given H$_2$ pressure, the formation of H$_2$ must be absent or slow.

This is tested on an isolated, charged model electrode with adsorption sites and no H$_2$, for the chosen value $\Delta G(0)=0.10$ eV. Its potential and its coverage both come out of the count of states:

\begin{center}
\begin{tabular}{ccccc}
pH & $U_{\rm SHE}$ (V) & $U_{\rm RHE}$ (V) & $\theta$ counted & $\theta$ from \eqref{eq:theta}\\
7 & $-0.4610$ & $-0.0469$ & 0.1122 & 0.1122\\
7 & $-0.5103$ & $-0.0962$ & 0.4629 & 0.4629\\
7 & $-0.5612$ & $-0.1471$ & 0.8620 & 0.8620\\
0 & $-0.0975$ & $-0.0975$ & 0.4757 & 0.4757
\end{tabular}
\end{center}

The second and fourth rows have nearly the same $U_{\rm RHE}$ and nearly the same coverage, although their $U_{\rm SHE}$ differ by about 0.41 V. In this model $g_{\rm ads}$ is constant, so $U_{\rm RHE}$ alone sets the coverage at a given temperature. All four rows have $U_{\rm RHE}<0$. By part (d) these potentials correspond to equilibrium H$_2$ pressures from about 40 to about $10^5$ bar. The model forbids H$_2$ formation. On a real surface that evolves H$_2$ readily, the coverage at such potentials depends on the rates of the steps and need not follow Eq.~\eqref{eq:theta}.

\section*{(g) One electrode potential, two solutions}

Keep $\Delta G(0)=0.10$ eV and $T=298.15$ K. An electrode is held at $U_{\rm SHE}=-0.50$ V. Find the pair energy and the adsorption free energy at pH 0 and pH 7, and the potential at which adsorption is thermoneutral, $\Delta G(U)=0$.

\subsection*{Solution}

At pH 0 the two scales coincide, so $U_{\rm RHE}=-0.500$ V and
\begin{align}
\mu_{\rm pair}&=-15.973+0.500=-15.473\ \text{eV},\\
\Delta G&=0.100-0.500=-0.400\ \text{eV}.
\end{align}
At pH 7, Eq.~\eqref{eq:scales} gives $U_{\rm RHE}=-0.500+7\times0.05916=-0.086$ V, and
\begin{align}
\mu_{\rm pair}&=-15.973+0.086=-15.887\ \text{eV},\\
\Delta G&=0.100-0.086=0.014\ \text{eV}.
\end{align}
The same potential against the SHE makes adsorption clearly downhill in the acid solution and slightly uphill in the neutral one. The change of 0.414 eV comes from the lower electrochemical potential of the protons at pH 7. In both solutions $U_{\rm RHE}<0$, so forming H$_2$ at 1 bar is downhill as well. These numbers describe the adsorption step alone and do not fix the coverage of an electrode that evolves hydrogen.

Setting $\Delta G(U)=0$ in Eq.~\eqref{eq:dg} gives $U_{\rm RHE}=-0.100$ V at either pH. On the standard scale this is $-0.100$ V at pH 0 and $-0.100-0.414=-0.514$ V at pH 7. A potential quoted for such a step therefore needs its reference scale and the temperature, because $\Delta G(0)$ is a difference of free energies. On the standard scale it also needs the pH.

\section*{Calculated quantities}
\begin{verbatim}
H2, full CI in cc-pVTZ; energy zero: separate protons and electrons
equilibrium distance            1.4034 bohr
electronic energy at minimum    -1.172336 hartree
electronic energy at minimum    -31.9009 eV
zero-point energy               0.2706 eV
temperature                     298.15 K
kT                              0.025693 eV
translation term at 1 bar       -0.2992 eV
internal partition sum          1.9356
internal term -kT ln(sum)       -0.0170 eV
mu0(H2), level sum              -31.9464 eV
mu0(H2), rotor-oscillator       -31.9404 eV
mu0(H2)/2                       -15.9732 eV
mu0(H2)/2                       -0.587005 hartree
Counted hydrogen electrodes
model metal energies            4.3 and 5.2 eV
model proton free energy        -11.5 eV
size of gap between two metals  0.001 mV
counted slope at 298.15 K      -59.16 mV per pH
kT ln10 at 298.15 K            59.16 meV
counted slope at 353.15 K      -70.07 mV per pH
kT ln10 at 353.15 K            70.07 meV
counted shift, 1 to 10 bar      -29.58 mV
Counted adsorption, model dG(0) = 0.10 eV
pH   U_SHE/V   U_RHE/V   coverage counted   coverage formula
 7   -0.4610   -0.0469        0.1122            0.1122
 7   -0.5103   -0.0962        0.4629            0.4629
 7   -0.5612   -0.1471        0.8620            0.8620
 0   -0.0975   -0.0975        0.4757            0.4757
Worked example at U_SHE = -0.50 V
pH 0: U_RHE                     -0.5000 V
pH 0: pair energy               -15.4732 eV
pH 0: adsorption dG(U)          -0.4000 eV
pH 0: thermoneutral U_SHE       -0.1000 V
pH 7: U_RHE                     -0.0859 V
pH 7: pair energy               -15.8873 eV
pH 7: adsorption dG(U)          0.0141 eV
pH 7: thermoneutral U_SHE       -0.5141 V
thermoneutral U_RHE, any pH     -0.1000 V
\end{verbatim}
